**Band-bending term for a surface donor compensated by fractional nuclear charges**

A donor of charge \(q\) per area \(A\) on a slab of \(N\) layers (spacing \(a\), thickness \(d=Na\), permittivity \(\varepsilon\)) is compensated by lowering each layer's nuclear charge by \(q/N\); with field-free vacuum and full ionisation, \(E_f(q)-E_f(0)=-q\Delta_D+q^2e^2d/(6\varepsilon\varepsilon_0A)\) plus a constant and decaying terms, where \(\Delta_D\) is the defect level above the valence band maximum. Beyond \(d^*=2\varepsilon\varepsilon_0A\Delta_D/(qe^2)\) the charge falls to \(q'=q\sqrt{d^*/d}\) and the energy becomes \(-\tfrac23q'\Delta_D\). The program asserts the planar, periodic-cell and lateral-harmonic formulas against finite-difference Poisson solutions, the discrete-sheet energy against a pairwise sum, and the Berry-connection permittivity against a finite-field dipole. It solves a two-chain tight-binding slab with planar Hartree interaction self-consistently and asserts the slopes of energy and bending (0.2% at \(q=0.1\), 3 to 4% at \(q=1\)), the halved slope of a symmetric slab, a small and falling host term, the onset of back-transfer and the depletion formulas (8 to 10%). The output gives \(\varepsilon=3.487\) and a predicted slope of 0.04325 eV per layer, against 0.04316 eV per layer fitted to \(E_f\) at \(q=1\). It gives \(d^*=38.5\) Å (19.27 layers) with the model onset at 21 layers, and \(q'=0.707\) against 0.694 from the formula at 40 layers.

## Numerical verification

```python
# Surface donor (charge +q per area A) on a slab of N layers (spacing a, d = N a),
# compensated by lowering the nuclear charge of each layer by q/N (virtual crystal).
# Under test, for field-free vacuum and a fully ionised defect:
#   E_f(q)-E_f(0) = -q*DD + q^2 e^2 d/(6 eps eps0 A) + const + decaying terms,
#   bending |dV| = q e^2 d/(2 eps eps0 A); beyond d* = 2 eps eps0 A DD/(q e^2)
#   the charge falls to q' = q sqrt(d*/d) and E_f(q)-E_f(0) = -(2/3) q' DD.
# DD: defect level above VBM; K = e^2 a/(eps0 A); V: electron potential energy.
# Model: per surface cell s two chains with on-site -+Delta and hopping t, spin 2,
# each level e tops a flat lateral band [e-W, e]; planar Hartree. Units eV, Angstrom.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy.constants import e as e_ch, epsilon_0

C = e_ch / epsilon_0 * 1e10          # e^2/eps0 in eV*Angstrom
a, s, M, Delta, t, W = 2.0, 8.0, 50, 3.0, 1.5, 1.0
DD, wD, q, wG = 2.5, 0.02, 1.0, 1.5
A = M * s
L = np.sqrt(A)
K = C * a / A
vbm = -Delta
eD = vbm + DD

def electrons(V, Ne, qD=None, hess=False):
    N = len(V)
    sign = (-1.0) ** np.arange(N)
    ch = [eigh_tridiagonal(p * sign * Delta + V, -t * np.ones(N - 1)) for p in (1, -1)]
    top = np.concatenate([ch[0][0], ch[1][0]])
    wid = np.full(2 * N, W)
    cap = np.full(2 * N, 2.0 * M)
    rho = np.hstack([ch[0][1] ** 2, ch[1][1] ** 2])
    if qD is not None:
        top = np.append(top, eD + wD / 2 + V[-1])
        wid = np.append(wid, wD)
        cap = np.append(cap, qD)
        rho = np.hstack([rho, np.eye(N)[:, -1:]])
    b = np.sort(np.concatenate([top, top - wid]))
    c = np.clip((b[:, None] - top + wid) / wid, 0, 1) @ cap
    k = int(np.searchsorted(c, Ne - 1e-10))
    if abs(c[k] - Ne) < 1e-10 and abs(c[k + 1] - Ne) < 1e-10:
        mu = 0.5 * (b[k] + b[k + 1])
    else:
        mu = b[k - 1] + (b[k] - b[k - 1]) * (Ne - c[k - 1]) / (c[k] - c[k - 1])
    x = np.clip((mu - top + wid) / wid, 0, 1)
    f = cap * x
    E = np.sum(cap * (x * (top - wid) + 0.5 * wid * x ** 2))
    chi = None
    if hess:
        chi = np.zeros((N, N))
        for i, (ev, U) in enumerate(ch):
            fi = f[i * N:(i + 1) * N]
            de = ev[:, None] - ev[None, :]
            ok = np.abs(de) > 1e-12
            w = np.where(ok, (fi[:, None] - fi[None, :]) / np.where(ok, de, 1.0), 0.0)
            P = (U[:, :, None] * U[:, None, :]).reshape(N, N * N)
            chi += (P * w.ravel()) @ P.T
        g = np.where((x > 0) & (x < 1), cap / wid, 0.0)
        if g.sum() > 0:
            r = rho @ g
            chi += -(rho * g) @ rho.T + np.outer(r, r) / g.sum()
    return E, rho @ f, (f[-1] if qD is not None else 0.0), chi

def solve(N, qq, kind):
    n0 = np.full(N, 2.0 * M)
    Ne, qD = 2.0 * M * N, None
    if kind == "host":
        n0 -= qq / N
        Ne -= qq
    elif kind in ("ionised", "free"):
        n0 -= qq / N
        n0[-1] += qq
        qD = qq if kind == "free" else None
    elif kind == "symmetric":
        n0 -= 2 * qq / N
        n0[[0, -1]] += qq
    T = np.tril(np.ones((N, N - 1)), -1)
    grad = lambda u: T.T @ (electrons(T @ u, Ne, qD)[1] - n0) - u / K
    u = np.zeros(N - 1)
    for _ in range(300):
        E, n, fD, chi = electrons(T @ u, Ne, qD, True)
        gr = T.T @ (n - n0) - u / K
        if np.max(np.abs(gr)) < 1e-8:
            V = T @ u
            return E - V @ n0 - u @ u / (2 * K), V, fD
        step = -np.linalg.solve(T.T @ chi @ T - np.eye(N - 1) / K, gr)
        slope = lambda z: grad(u + z * step) @ step
        z = 1.0 if slope(1.0) >= 0 else brentq(slope, 0.0, 1.0, xtol=1e-7)
        u = u + z * step
    raise RuntimeError("no self-consistency")

def fit_slope(Ns, y, nb):
    Ns = np.array(Ns, float)
    B = np.array([Ns ** (1 - p) for p in range(nb)]).T
    return np.linalg.lstsq(B, np.array(y), rcond=None)[0][0]

def close(x, y, tol):
    assert abs(x / y - 1) < tol, (x, y)

# permittivity: Berry-connection quadrature against finite-field dipole
Ek = lambda k: np.sqrt(Delta ** 2 + 4 * t ** 2 * np.cos(k) ** 2)
avg = quad(lambda k: (2 * t * Delta * np.sin(k)) ** 2 / (4 * Ek(k) ** 5), 0, np.pi)[0] / np.pi
eps = 1 + K * M * 2 * avg
F = 1e-3
dip = lambda N: np.arange(N) @ (2 * M - electrons(F * np.arange(N), 2.0 * M * N)[1])
eps_ff = 1 + K * (dip(40) - dip(20)) / 20 / F
close(eps_ff, eps, 1e-4)

# finite-difference Poisson, planar average; energy in units q^2 e^2/(eps0 A)
def poisson0(d, v, periodic, h=0.02):
    nb, nd = round((d + v) / h), round(d / h)
    nn = nb if periodic else nb + 1
    i = np.arange(nb)
    D = sp.coo_matrix((np.r_[-np.ones(nb), np.ones(nb)],
                       (np.r_[i, i], np.r_[i, (i + 1) % nn])), shape=(nb, nn)).tocsc()
    Lap = (D.T @ sp.diags(np.where(i < nd, eps, 1.0) / h) @ D).tocsc()
    rho = np.zeros(nn)
    rho[:nd + 1] = -h / d
    rho[[0, nd]] *= 0.5
    rho[nd] += 1.0
    phi = np.r_[0.0, spsolve(Lap[1:, 1:], rho[1:])]
    return 0.5 * rho @ phi, phi[nd]

per = lambda d, v: d / (6 * eps) - (d / (2 * eps)) ** 2 / (2 * (d / eps + v))
for d, v in ((16.0, 10.0), (32.0, 15.0), (32.0, 2.0)):
    En, dphi = poisson0(d, v, False)
    close(En, d / (6 * eps), 1e-4)
    close(dphi, d / (2 * eps), 1e-4)
    close(poisson0(d, v, True)[0], per(d, v), 1e-4)

# discrete sheets by pairwise sum of -|z-z'|/2
for N in (2, 5, 16):
    Q = np.full(N, -1.0 / N)
    Q[-1] += 1
    j = np.arange(N)
    close(0.5 * Q @ (-0.5 * np.abs(j[:, None] - j)) @ Q,
          0.5 * (N - 1) * (2 * N - 1) / (6 * N), 1e-12)

# lateral harmonics
r = (eps - 1) / (eps + 1)
gfun = lambda G, d: (1 + r * np.exp(-2 * G * d)) / ((1 + eps) * (1 - r * r * np.exp(-2 * G * d)))
def poissonG(G, d, h=0.02, v=50.0):
    nv, nd = round(v / h), round(d / h)
    nb = 2 * nv + nd
    eb = np.ones(nb)
    eb[nv:nv + nd] = eps
    D = sp.diags([-np.ones(nb), np.ones(nb)], [0, 1], shape=(nb, nb + 1))
    node = 0.5 * h * (np.r_[eb, 0] + np.r_[0, eb])
    Op = D.T @ sp.diags(eb / h) @ D + sp.diags(G * G * node)
    src = np.zeros(nb + 1)
    src[nv + nd] = 1.0
    return G * spsolve(Op.tocsc(), src)[nv + nd]
G1 = 2 * np.pi / L
for G, d in ((G1, 1.0), (G1, 4.0), (2 * G1, 2.0), (G1, 16.0)):
    close(poissonG(G, d), gfun(G, d), 2e-4)
m = np.arange(-25, 26)
Gs = G1 * np.hypot(m[:, None], m).ravel()
Gs = Gs[Gs > 0]
Elat = lambda d: q * q * C / (2 * A) * np.sum(np.exp(-(Gs * wG) ** 2) * gfun(Gs, d) / Gs)
Einf = Elat(1e4)
close((Elat(30) - Einf) / (Elat(20) - Einf), np.exp(-4 * np.pi * 10 / L), 0.02)

# self-consistent slabs
Ns = [12, 16, 20, 24, 28]
qs = 0.1
E0, Ees_s, dV_s, Esym, Ees, dV, dh, Ef = ([] for _ in range(8))
for N in Ns:
    e0, V0, _ = solve(N, 0.0, "pristine")
    assert np.max(np.abs(V0)) < 1e-8
    e1, V1, _ = solve(N, qs, "ionised")
    Ees_s.append(e1 - e0)
    dV_s.append(V1[0] - V1[-1])
    Esym.append((solve(N, qs, "symmetric")[0] - e0) / 2)
    e2, V2, _ = solve(N, q, "ionised")
    eh = solve(N, q, "host")[0]
    Ees.append(e2 - e0)
    dV.append(V2[0] - V2[-1])
    dh.append(eh - e0 + q * vbm)
    Ef.append(e2 - eh - q * eD)
al = K / (6 * eps)
sE_s, sV_s = fit_slope(Ns, Ees_s, 4) / qs ** 2, fit_slope(Ns, dV_s, 3) / qs
sS = fit_slope(Ns, Esym, 4) / qs ** 2
sE, sV, sF = fit_slope(Ns, Ees, 4), fit_slope(Ns, dV, 3), fit_slope(Ns, Ef, 4)
close(sE_s, al, 2e-3)
close(sV_s, 3 * al, 2e-3)
close(sS, al / 2, 2e-3)
close(sE, q * q * al, 0.03)      # nonlinear polarisation at the full charge
close(sV, 3 * q * al, 0.03)
close(sF, q * q * al, 0.04)
assert all(0 < x < 0.1 for x in dh) and all(np.diff(dh) < 0)

# breakdown of full ionisation
Nstar = 2 * eps * DD / (q * K)
assert solve(16, q, "free")[2] < 1e-9
onset = next(N for N in range(17, 30) if solve(N, q, "free")[2] > 1e-6)
assert Nstar < onset <= Nstar + 5
sat = []
for N in (40, 60):
    ef, Vf, fD = solve(N, q, "free")
    rel = ef - solve(N, q, "host")[0] - q * eD
    qp = q * np.sqrt(Nstar / N)
    lin = Ef[-1] + sF * (N - Ns[-1])
    close(q - fD, qp, 0.08)      # half-layer offsets and hole confinement
    close(rel, -2 / 3 * qp * DD, 0.10)
    assert rel < lin - 0.05
    sat.append((N, q - fD, qp, rel, -2 / 3 * qp * DD, lin))

print(f"a = {a} A, s = {s} A^2, M = {M}, A = {A} A^2, L = {L:.1f} A, q = {q}")
print(f"Delta = {Delta} eV, t = {t} eV, W = {W} eV, gap = {2*Delta-W} eV")
print(f"DD = {DD} eV, wD = {wD} eV, Gaussian width = {wG} A")
print(f"e^2/eps0 = {C:.3f} eV A, K = {K:.5f} eV")
print(f"<theta'^2/4E> = {avg:.6f} 1/eV")
print(f"eps quadrature = {eps:.5f}, finite field = {eps_ff:.5f}")
print(f"fractional charge per cation at N=16 = {-q/(16*M):.6f} e")
print(f"field at top surface = {q*K/(a*eps):.5f} V/A")
print(f"predicted energy slope = {q*q*al:.6f} eV/layer = {q*q*al/a:.6f} eV/A")
print(f"predicted bending slope = {3*q*al:.6f} eV/layer")
print(f"q={qs}: E_es slope/q^2 = {sE_s:.6f} eV/layer")
print(f"q={qs}: bending slope/q = {sV_s:.6f} eV/layer")
print(f"q={qs}: symmetric slope/q^2 = {sS:.6f}, predicted {al/2:.6f} eV/layer")
print(f"q={q}: slopes E_es = {sE:.6f}, E_f = {sF:.6f}, bending = {sV:.6f} eV/layer")
print(f"q={q}: deviations E_es {100*(sE/(q*q*al)-1):.2f} %, E_f {100*(sF/(q*q*al)-1):.2f} %")
print("N, d(A), E_es, E_bb, E_sheets, bending, delta_host, Ef(q)-Ef(0) (eV), defect empty")
for i, N in enumerate(Ns):
    sh = q * q * K / (2 * eps) * (N - 1) * (2 * N - 1) / (6 * N)
    print(f"{N} {N*a:.0f} {Ees[i]:.4f} {q*q*al*N:.4f} {sh:.4f} {dV[i]:.4f} {dh[i]:.4f} {Ef[i]:.4f}")
print(f"r = {r:.5f}, G1 = {G1:.5f} 1/A, E_lat(infinite d) = {Einf:.5f} eV")
for d in (4.0, 8.0, 16.0, 32.0):
    print(f"E_lat(d={d:.0f} A) - E_lat(infinite) = {Elat(d)-Einf:.3e} eV")
u0 = q * q * C / A
print(f"d=32 A dipole-corrected E_bb = {u0*32/(6*eps):.4f} eV")
for v in (2.0, 15.0):
    print(f"d=32 A periodic, v={v:.0f} A: formula {u0*per(32.0, v):.4f} eV, grid {u0*poisson0(32.0, v, True)[0]:.4f} eV")
print(f"N* = {Nstar:.2f} layers, d* = {Nstar*a:.2f} A, model onset N = {onset}")
for N, qm, qp, rel, pred, lin in sat:
    print(f"N={N}: q' model {qm:.4f} e, formula {qp:.4f} e")
    print(f"N={N}: Ef(q)-Ef(0) model {rel:.4f}, formula {pred:.4f}, linear {lin:.4f} eV")
print("all good")
```

Printed output:

```
a = 2.0 A, s = 8.0 A^2, M = 50, A = 400.0 A^2, L = 20.0 A, q = 1.0
Delta = 3.0 eV, t = 1.5 eV, W = 1.0 eV, gap = 5.0 eV
DD = 2.5 eV, wD = 0.02 eV, Gaussian width = 1.5 A
e^2/eps0 = 180.951 eV A, K = 0.90476 eV
<theta'^2/4E> = 0.027483 1/eV
eps quadrature = 3.48653, finite field = 3.48653
fractional charge per cation at N=16 = -0.001250 e
field at top surface = 0.12975 V/A
predicted energy slope = 0.043250 eV/layer = 0.021625 eV/A
predicted bending slope = 0.129750 eV/layer
q=0.1: E_es slope/q^2 = 0.043250 eV/layer
q=0.1: bending slope/q = 0.129748 eV/layer
q=0.1: symmetric slope/q^2 = 0.021625, predicted 0.021625 eV/layer
q=1.0: slopes E_es = 0.043213, E_f = 0.043159, bending = 0.129563 eV/layer
q=1.0: deviations E_es -0.09 %, E_f -0.21 %
N, d(A), E_es, E_bb, E_sheets, bending, delta_host, Ef(q)-Ef(0) (eV), defect empty
12 24 0.4557 0.5190 0.4559 1.4245 0.0258 -2.0701
16 32 0.6280 0.6920 0.6285 1.9428 0.0165 -1.8885
20 40 0.8005 0.8650 0.8012 2.4610 0.0118 -1.7113
24 48 0.9731 1.0380 0.9740 2.9793 0.0092 -1.5361
28 56 1.1458 1.2110 1.1469 3.4976 0.0076 -1.3618
r = 0.55422, G1 = 0.31416 1/A, E_lat(infinite d) = 1.27862 eV
E_lat(d=4 A) - E_lat(infinite) = 4.542e-02 eV
E_lat(d=8 A) - E_lat(infinite) = 3.124e-03 eV
E_lat(d=16 A) - E_lat(infinite) = 1.923e-05 eV
E_lat(d=32 A) - E_lat(infinite) = 8.209e-10 eV
d=32 A dipole-corrected E_bb = 0.6920 eV
d=32 A periodic, v=2 A: formula 0.2659 eV, grid 0.2659 eV
d=32 A periodic, v=15 A: formula 0.4950 eV, grid 0.4950 eV
N* = 19.27 layers, d* = 38.54 A, model onset N = 21
N=40: q' model 0.7070 e, formula 0.6940 e
N=40: Ef(q)-Ef(0) model -1.1917, formula -1.1567, linear -0.8439 eV
N=60: q' model 0.5755 e, formula 0.5667 e
N=60: Ef(q)-Ef(0) model -0.9687, formula -0.9445, linear 0.0193 eV
all good
```
